# Forbidden Tearing Directions in Anisotropic Thin Sheets, part 2

A notched film is torn by pulling apart the two flaps beside the notch. Which crack directions can the pull select? The sheet, of thickness $h$, is ideally inextensible, weightless and free to bend. Its fracture energy $\Gamma(\theta)>0$, per unit new crack area counted once, depends on the material direction $\theta$ of crack advance. Primes are derivatives with respect to angle in radians, and $S=\Gamma+\Gamma''$.

The unit vector along the crack is $\mathbf t=(\cos\varphi,\sin\varphi)$, and $\mathbf n=\mathbf t'$. Under the projection law the energy release per unit area is $G=\mathbf F\cdot\mathbf t$, where $\mathbf F$ is a force divided by a thickness (N/m, the same as J/m²), at material angle $\psi$. The energy still lacking for an advance along $\varphi$ is

$$
W(\varphi)=\Gamma(\varphi)-\mathbf F\cdot\mathbf t(\varphi). \tag{6}
$$

As the pull rises slowly, $\theta$ is locally selected if $W(\theta)=0$ and $W\ge0$ nearby, and globally selected if $W\ge0$ for all directions. Local selection requires $S\ge0$, so directions with $S<0$ are forbidden. The force that balances $\theta$ is

$$
\mathbf F(\theta)=\Gamma(\theta)\,\mathbf t(\theta)+\Gamma'(\theta)\,\mathbf n(\theta). \tag{9}
$$

With this force, for a small deviation $\delta=\varphi-\theta$,

$$
W(\theta+\delta)=\tfrac12 S(\theta)\,\delta^2+\tfrac16 S'(\theta)\,\delta^3+\dots \tag{12}
$$

For flaps pulled with force $P$ along lines at angles $\pm\alpha$ to the notch, $\mathbf F$ points along the notch and

$$
|\mathbf F|=\frac{2P\cos\alpha}{h}. \tag{4}
$$

The release follows from the growth of the shortest path in the sheet between the grips, round the crack tip. At a kink angle $\beta$ from the notch it is

$$
G(\beta)=\frac{P}{h}
\begin{cases}
2\cos\alpha\cos\beta, & |\beta|\le\alpha,\\
1+\cos(|\beta|+\alpha), & \alpha<|\beta|<\pi-\alpha.
\end{cases} \tag{5}
$$

The first line is the projection law. On the second, the wrapped branch, the path also bends round the old tip, and local selection requires $S\ge P/h$.

### A graphical test

Plot the closed curve $\mathbf y(\varphi)=\mathbf t(\varphi)/\Gamma(\varphi)$, whose distance from the origin is $r=1/\Gamma$. Weak directions lie far out. Dividing $\mathbf F\cdot\mathbf t\le\Gamma$ by the positive $\Gamma$ gives

$$
\mathbf F\cdot\mathbf y(\varphi)\le1. \tag{16}
$$

The equation $\mathbf F\cdot\mathbf y=1$ describes a straight line perpendicular to $\mathbf F$, at distance $1/|\mathbf F|$ from the origin. As the pull grows, the line moves inwards. The crack starts in the direction where the line first touches the curve.

The curvature shows which points can be touched. From $\mathbf y=r\mathbf t$,

$$
\mathbf y'=r'\mathbf t+r\mathbf n,\qquad
\mathbf y''=(r''-r)\mathbf t+2r'\mathbf n .
$$

Their cross product is $\mathbf y'\times\mathbf y''=2r'^2-r(r''-r)=r^2+2r'^2-rr''$. Insert $r'=-\Gamma'/\Gamma^2$ and $r''=-\Gamma''/\Gamma^2+2\Gamma'^2/\Gamma^3$:

$$
r^2+2r'^2-rr''
=\frac1{\Gamma^2}+\frac{2\Gamma'^2}{\Gamma^4}
+\frac{\Gamma''}{\Gamma^3}-\frac{2\Gamma'^2}{\Gamma^4}
=\frac{S}{\Gamma^3}. \tag{17}
$$

The squared speed is $|\mathbf y'|^2=r^2+r'^2=(\Gamma^2+\Gamma'^2)/\Gamma^4$. The signed curvature is the cross product divided by $|\mathbf y'|^3$, hence

$$
\kappa=\frac{\Gamma^3 S}{(\Gamma^2+\Gamma'^2)^{3/2}}. \tag{18}
$$

Forbidden directions are the parts of the curve that bend inwards. A line coming from outside cannot rest on them.

Global selection asks for more: the whole curve must lie on the origin side of the line. The globally selectable directions are therefore those whose points lie on the boundary of the convex hull of the curve. Some outward-bending parts may lie inside the hull. They are locally selectable but lose to a distant direction.

### The cost of a broken path

A straight part of the hull boundary touches the curve at two directions $\theta_1<\theta_2$, less than $\pi$ apart. One force $\mathbf F$ then satisfies $\mathbf F\cdot\mathbf t_1=\Gamma_1$ and $\mathbf F\cdot\mathbf t_2=\Gamma_2$, with $W\ge0$ elsewhere. For $\theta$ between them, a path of unit net length along $\mathbf t(\theta)$ can be built from two facets:

$$
\mathbf t=l_1\mathbf t_1+l_2\mathbf t_2,\quad
l_1=\frac{\sin(\theta_2-\theta)}{\sin(\theta_2-\theta_1)},\quad
l_2=\frac{\sin(\theta-\theta_1)}{\sin(\theta_2-\theta_1)}. \tag{19}
$$

The lengths follow from taking the cross product of the first relation with $\mathbf t_2$ and with $\mathbf t_1$. The facet cost per unit thickness is

$$
l_1\Gamma_1+l_2\Gamma_2=\mathbf F\cdot(l_1\mathbf t_1+l_2\mathbf t_2)=\mathbf F\cdot\mathbf t(\theta). \tag{20}
$$

No path with the same end points is cheaper, because any set of facets has $\sum l_i\Gamma_i\ge\sum l_i\mathbf F\cdot\mathbf t_i=\mathbf F\cdot\mathbf t$. If $W(\theta)>0$, the straight path costs more.

The same relation proves the global exclusion. Any other force $\mathbf F_*$ that respects all thresholds satisfies $\mathbf F_*\cdot\mathbf t(\theta)\le l_1\Gamma_1+l_2\Gamma_2<\Gamma(\theta)$, so it cannot reach equality at $\theta$. This is a statement about cost. It does not show that a crack will alternate between facets.

### A film with one easy axis

The simplest smooth model with equal properties along $\theta$ and $\theta+\pi$ is

$$
\Gamma=\Gamma_0(1-a\cos2\theta),\qquad 0<a<1. \tag{21}
$$

The easy direction is $\theta=0$, the tough one is $90^\circ$, and $\Gamma_0$ is the angular mean. Since $\Gamma''=4a\Gamma_0\cos2\theta$,

$$
S=\Gamma_0(1+3a\cos2\theta). \tag{22}
$$

Negative values require $a>1/3$, which means a ratio of largest to smallest fracture energy, $(1+a)/(1-a)$, above 2. The local limit $\theta_{\rm loc}$ in the first quadrant follows from

$$
\cos2\theta_{\rm loc}=-\frac1{3a}. \tag{23}
$$

For the global limit, symmetry suggests a force of magnitude $F$ along $90^\circ$. With $u=\sin\varphi$ and $\cos2\varphi=1-2u^2$,

$$
W=\Gamma_0(1-a+2au^2)-Fu. \tag{24}
$$

This quadratic in $u$ touches zero without crossing it when its discriminant vanishes, $F^2=8a(1-a)\Gamma_0^2$. The double root is $u_1=F/(4a\Gamma_0)$. Therefore

$$
F=2\Gamma_0\sqrt{2a(1-a)},\qquad
\sin^2\theta_1=\frac{1-a}{2a}, \tag{25}
$$

and $W=2a\Gamma_0(u-u_1)^2\ge0$. For $a>1/3$ we have $u_1<1$, and contact occurs at both $\theta_1$ and $180^\circ-\theta_1$. All directions between these two are globally excluded.

The directions from $-\theta_1$ to $\theta_1$ remain. There $\cos2\theta\ge\cos2\theta_1=(2a-1)/a>-1/(3a)$, so $S>0$. These arcs, their opposites and the two tangent chords form a smooth closed curve that never bends inwards and goes round the origin once. It is the hull boundary, so the remaining directions are globally selectable.

### Worked example

Take $h=50$ µm, $\Gamma_0=10$ kJ/m² and $a=0.6$. The ends of the fracture-energy range are $10(1-0.6)=4$ kJ/m² and $10(1+0.6)=16$ kJ/m². In the tough direction $S=10(1-1.8)=-8$ kJ/m², so that direction is forbidden.

Equation (23) gives $\cos2\theta_{\rm loc}=-1/1.8$ and $\theta_{\rm loc}=61.9^\circ$. Equation (25) gives $\sin^2\theta_1=0.4/1.2=1/3$ and $\theta_1=35.3^\circ$. Under the projection law, the first quadrant thus has three ranges:

- From $0^\circ$ to $35.3^\circ$, directions are globally selectable.
- Between $35.3^\circ$ and $61.9^\circ$, they are selectable if distant directions do not compete.
- From $61.9^\circ$ to $90^\circ$, no force selects them.

Flaps pulled at $\alpha=60^\circ$ give the same limits. At smaller grip angles the wrapped branch of equation (5), which requires $S\ge P/h$, can shorten the ranges or split them. At $\alpha=30^\circ$, even local selection ends near $41^\circ$. At $\alpha=45^\circ$, it is lost between about $41^\circ$ and $53^\circ$, but returns from there up to $61.9^\circ$.

At $75^\circ$, $\Gamma=15.20$ and $S=-5.59$ kJ/m². The force that formally balances this direction has magnitude 16.34 kJ/m² and points along $96.5^\circ$. With that force, $W=-0.067$ kJ/m² at $65^\circ$ and $-0.098$ kJ/m² at $85^\circ$. Both neighbours have a surplus. The two values differ because $S'$ is negative here, so the cubic term in equation (12) adds to the surplus on the high-angle side and reduces it on the other. The surpluses are below 1% of $\Gamma(75^\circ)$, so small material irregularities could mask the preference between such close directions.

A broken path with mean direction $75^\circ$ has facets at $35.3^\circ$ and $144.7^\circ$, with lengths 0.995 and 0.678 per unit straight length. Each facet direction has $\Gamma=8$ kJ/m². The cost is $8(0.995+0.678)=13.38$ kJ/m², compared with 15.20 kJ/m² for the straight path.

The direction $50^\circ$ shows the difference between the two selection rules. There $S=6.87$ kJ/m² is positive, so small deviations do not pay. Yet its balancing force gives $W=-2.88$ kJ/m² near $143^\circ$. If all directions compete, the crack has already left on that far branch.

Now cut the notch along $90^\circ$ and place the grips 100 mm from the tip with $\alpha=60^\circ$. Then $2\cos\alpha=1$ and $P=h|\mathbf F|$. Equation (25) gives $|\mathbf F|=20\sqrt{0.48}=13.86$ kJ/m², so

$$
P=(50\times10^{-6}\ \mathrm m)(13.86\times10^3\ \mathrm{J/m^2})=0.693\ \mathrm N. \tag{26}
$$

The kink is $90^\circ-35.3^\circ=54.7^\circ$ to either side, inside the $60^\circ$ window. Wrapped paths could still be cheaper. To include them, $P=h\Gamma/g$ was evaluated for kinks from $-115^\circ$ to $115^\circ$ in steps of $0.05^\circ$, where $g$ is the growth of the shortest path per unit advance, found by a finite difference. The smallest pull is again 0.693 N, at the same kinks. With the same notch and grips, straight tearing would need $50\times10^{-6}\times16\times10^3=0.800$ N, which is 15.5% more.

### What the ideal sheet leaves out

The estimates below use rough values: Young modulus $E=2$ GPa, Poisson ratio $\nu=0.3$, yield stress $\sigma_y=100$ MPa and density 900 kg/m³. Each energy rate is compared with the tip force $h|\mathbf F|=0.693$ N.

**Bending.** A flap of width $w$ has bending stiffness $Bw$, where $B=Eh^3/[12(1-\nu^2)]$. Let $\chi$ be its angle from the pull line and $s$ the distance along it. The bend costs $\int[\frac12Bw\chi'^2+P(1-\cos\chi)]ds$. Completing the square shows that the minimum integrand is $\sqrt{2BwP(1-\cos\chi)}\,|\chi'|$. With $1-\cos\chi=2\sin^2(\chi/2)$, a right-angle bend costs

$$
U=2\sqrt{BwP}\int_0^{\pi/2}\sin\frac{\chi}{2}\,d\chi
=4\left(1-\frac1{\sqrt2}\right)\sqrt{BwP}. \tag{27}
$$

A constant bend that travels with the tip absorbs no net energy. If each 100 mm wide flap widens by the length of the advance, the two bends absorb $2\,dU/dw$, or 2.1% of the tip force.

**Stretching and weight.** If each pull is carried by a band 1 mm wide that lengthens by the advance, the two bands store $P^2/(Eh\times1\ \mathrm{mm})$ per unit advance, or 0.7%. The weight of one flap, 100 mm square, is 0.6%. Together with the bending term, these estimates make up 3.5% of the tip force. The energy released per unit advance along the kink is smaller, $h\Gamma=0.40$ N, and they make up 6% of that. Both figures are below the 15.5% margin between straight and kinked tearing, provided the bend spreads over the full flap width. The bending term grows as $w^{-1/2}$. If the bent width were only 10 mm, the sum would be 14% of $h\Gamma$. For 1 mm, bending alone would be 21% of the tip force, beyond the margin. The effect of these terms on the kink angle was not calculated.

**Process zone.** The length $E\Gamma/\sigma_y^2$, with $\Gamma=8$ kJ/m², is 1.6 mm. It sets a rough scale below which a sharp crack direction has little meaning. The bend of a 100 mm wide flap extends over a similar length, $\sqrt{Bw/P}=1.8$ mm, so the sharply creased sheet also describes the tip only on larger scales. Over an advance of this length along the kink, the changed grip directions turn $\mathbf F$ by $0.4^\circ$ towards the kink. This breaks the tie between the two mirror directions in favour of the one already taken. For this short advance, the model gives no reason for a zigzag. The pull needed to continue on the same side has fallen to 0.677 N, against 0.690 N for the other side. A constant pull would therefore accelerate the crack, and quasi-static growth requires control of the grip separation.

### Comparison with real film

The thickness, modulus and fracture energy are meant as rough values for oriented polypropylene packaging film; 50 µm is towards the thick end. The anisotropy $a=0.6$ is a chosen value and should be replaced by tear data for the film in use. Real polymer film yields, and its fracture energy can depend on tearing speed. If speed changes $\Gamma$ by the same factor in all directions, the pull changes by that factor and the angles stay fixed. If it changes $a$, the angles move: $a=0.5$ would give $\theta_1=45^\circ$.

The wide grip angle is far from a trouser test with narrow, nearly parallel legs. For $\alpha\to0$, equation (5) gives $G=(P/h)(1+\cos\beta)$. With the notch along the tough direction, straight tearing then needs $P=h\times16/2$, or 0.40 N. A right-angle kink into the easy direction needs $P=h\times4$, or 0.20 N. The smallest pull, 0.19 N, occurs at a kink near $81^\circ$. The $54.7^\circ$ prediction must not be used for that test.

### Implementation

Tabulate $\Gamma_i$ at equally spaced angles $\theta_i$ around the full circle. For a force along $\psi$, compute

$$
F_i=\frac{\Gamma_i}{\cos(\theta_i-\psi)},\qquad \cos(\theta_i-\psi)>0. \tag{28}
$$

The smallest $F_i$ gives the globally selected direction and the critical force. Other local minima give locally selectable directions. For flap loading, replace $F_i$ by $P_i=h\Gamma_i/g_i$, where $g=hG/P$ is taken from equation (5), so that large kinks are treated correctly. Leave out directions with $|\beta|\ge\pi-\alpha$: a cut there does not lengthen the shortest path, so its release is zero, and the second line of equation (5) must not be continued into that range.

To map the globally selectable directions without choosing a force, find the convex hull of the points $\mathbf t_i/\Gamma_i$. This uses no derivatives, but it assumes the projection law for all competing directions. In flap loading with a small $\alpha$, the larger release at large kinks can shrink the range. For the film above, the range up to $35.3^\circ$ is available with $\alpha=60^\circ$, but with $\alpha=30^\circ$ it ends near $16^\circ$. In such cases, scan the notch direction with $P_i$ instead. The local test needs $\Gamma''$, for which a second difference with angular step $\delta$ may be used. Errors up to $\varepsilon$ in each $\Gamma_i$ can then cause an error up to $4\varepsilon/\delta^2$ in $\Gamma''$. Measured data should therefore be fitted by a smooth periodic function before the sign of $S$ is read.

If $\Gamma$ has a corner at $\theta$, the slope condition is replaced by one-sided conditions. A minimum of $W$ requires $W'\le0$ on the left and $W'\ge0$ on the right, so

$$
\Gamma'(\theta^-)\le\mathbf F\cdot\mathbf n\le\Gamma'(\theta^+). \tag{29}
$$

A corner at which the slope jumps upwards can hold the crack for a range of force directions. A corner at which it jumps downwards is excluded, because no force satisfies equation (29).
